# Impact Ionization in the Random-k Approximation: The 7/2 Power Law: verification in Python

```python
"""
Result under test: impact-ionization rate in Kane's random-k approximation,
  W(E) = (2 pi/hbar) s m^2 Omega Ac^2 Av (2 pi/105) (E - Eg)^(7/2),  E > Eg.
E: electron energy above the conduction-band bottom; Eg: gap;
m: constant strength (matrix element = m / crystal volume); Omega: cell volume;
s: spin and exchange factor; Ac, Av: coefficients of the densities of states
A*sqrt(energy), per volume and spin, of conduction electrons and holes.
Energies are in eV, lengths in nm, masses in free-electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

HBAR = const.hbar / const.e                                  # eV s
C0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18        # eV nm^2
COULOMB = const.e / const.epsilon_0 * 1e9                    # e^2/eps0, eV nm
KB = const.k / const.e                                       # eV/K

# Rough parameters in the regime of gallium nitride; strength is a model choice
gap, mass_c, mass_v = 3.4, 0.2, 1.5
cell_a, cell_c = 0.319, 0.5185
cell_volume = np.sqrt(3) / 2 * cell_a**2 * cell_c
strength, spin_factor = 0.05, 2.0
field = 0.3                                                  # V/nm
total_mass = 2 * mass_c + mass_v


def dos_coefficient(mass):
    return (mass / C0)**1.5 / (4 * np.pi**2)


A_c, A_v = dos_coefficient(mass_c), dos_coefficient(mass_v)
golden = 2 * np.pi / HBAR * spin_factor * strength**2


def random_k_density(excess):
    """Final-state density after random-k averaging, eV^-1 nm^-6."""
    return cell_volume * A_c**2 * A_v * 2 * np.pi / 105 * max(excess, 0)**3.5


def rate(energy):
    return golden * random_k_density(energy - gap)


six_dim = ((mass_c**2 * mass_v / total_mass)**1.5 / C0**3
           * np.pi**3 / 2 / (2 * np.pi)**6)


def conserving_density(excess, k_initial):
    """Final-state density with strict momentum conservation, eV^-1 nm^-6."""
    available = excess - C0 * k_initial**2 / total_mass
    return six_dim * max(available, 0)**2


def triple_sum(dos1, dos2, dos3, excess, n=2000):
    """Grid sum of three densities of states at fixed total energy."""
    h = excess / (n + 1.5)
    e = (np.arange(n + 1) + 0.5) * h
    pair = np.convolve(dos1(e), dos2(e))[:n + 1]
    return h**2 * np.dot(pair, dos3(e)[::-1])


# --- Convolutions by quadrature
w_test = 0.7
first = quad(lambda x: np.sqrt(x * (w_test - x)), 0, w_test)[0]
assert abs(first / (np.pi * w_test**2 / 8) - 1) < 1e-6
triple_unit = triple_sum(np.sqrt, np.sqrt, np.sqrt, 1.3)
assert abs(triple_unit / (2 * np.pi / 105 * 1.3**3.5) - 1) < 1e-4

# --- Explicit plane-wave states in a periodic box; anisotropic electron masses
box, bins, excess0 = 60.0, 400, 1.0
width = excess0 / (bins + 1.5)


def level_histogram(masses):
    top = (bins + 1) * width
    axes = []
    for mass in masses:
        nmax = int(box / (2 * np.pi) * np.sqrt(top * mass / C0)) + 1
        k = 2 * np.pi / box * np.arange(-nmax, nmax + 1)
        axes.append(C0 * k**2 / mass)
    e = (axes[0][:, None, None] + axes[1][None, :, None]
         + axes[2][None, None, :]).ravel()
    return np.histogram(e, bins=bins + 1, range=(0, top))[0].astype(float)


aniso = (0.16, 0.20, 0.25)
assert abs(np.prod(aniso)**(1 / 3) - mass_c) < 1e-12
levels_c = level_histogram(aniso)
levels_v = level_histogram((mass_v,) * 3)
pairs = np.convolve(levels_c, levels_c)[:bins + 1]
triples = np.convolve(pairs, levels_v)[:bins + 1] / width
volume = box**3
cells = volume / cell_volume
rate_counted = (2 * np.pi / HBAR * spin_factor * (strength / volume)**2
                / cells * triples[bins])
assert abs(rate_counted / rate(gap + excess0) - 1) < 0.02
half = 199
exponent_counted = (np.log(triples[bins] / triples[half])
                    / np.log((bins + 1.5) / (half + 1.5)))
assert abs(exponent_counted - 3.5) < 0.03
centres = (np.arange(bins + 1) + 0.5) * width
weighted = np.convolve(levels_c * centres, levels_c)[:bins + 1]
share = np.dot(weighted, levels_v[::-1]) / np.dot(pairs, levels_v[::-1])
assert abs(share / excess0 - 1 / 3) < 0.005

# --- Spin factor from explicit antisymmetrized amplitudes
rng = np.random.default_rng(7)


def spin_sum(v):
    n, total = len(v), 0.0
    for valence_spin in (0, 1):
        product = np.zeros((2 * n, 2 * n), complex)
        product[:n, valence_spin * n:(valence_spin + 1) * n] = v
        amplitude = np.triu(product - product.T, 1)
        total += np.sum(abs(amplitude)**2)
    return total / np.sum(abs(v)**2)


random_v = rng.normal(size=(80, 80)) + 1j * rng.normal(size=(80, 80))
s_random, s_equal = spin_sum(random_v), spin_sum(np.ones((80, 80)))
assert abs(s_random - 2) < 0.1 and abs(s_equal - 1) < 1e-12

# --- Momentum-conserving density by random sampling of two final electrons
energy0 = gap + excess0
k_par = np.sqrt(energy0 * mass_c / C0)
available0 = excess0 - C0 * k_par**2 / total_mass
reach = np.sqrt(available0 * mass_c * (total_mass - mass_c) / total_mass / C0)
K = np.array([k_par, 0, 0])
samples = 1000000
k1 = K * mass_c / total_mass + rng.uniform(-reach, reach, (samples, 3))
k2 = K * mass_c / total_mass + rng.uniform(-reach, reach, (samples, 3))
kh = K - k1 - k2
kinetic = C0 * ((k1**2).sum(1) / mass_c + (k2**2).sum(1) / mass_c
                + (kh**2).sum(1) / mass_v)
sampled = np.mean(kinetic < excess0) * (2 * reach)**6 / (2 * np.pi)**6
assert abs(sampled / (six_dim * available0**3 / 3) - 1) < 0.02

# --- Zone average of the momentum-conserving density gives random-k
k_top = np.sqrt(total_mass * excess0 / C0)
zone_average = cell_volume / (2 * np.pi)**3 * quad(
    lambda k: 4 * np.pi * k**2 * conserving_density(excess0, k), 0, k_top)[0]
assert abs(zone_average / random_k_density(excess0) - 1) < 1e-6

# --- Thresholds with momentum conservation
threshold_par = brentq(lambda e: e - gap - e * mass_c / total_mass, gap, 8)
assert abs(threshold_par - gap * total_mass / (mass_c + mass_v)) < 1e-9
alpha = (1 - mass_c)**2 / gap


def k_nonparabolic(e):
    return np.sqrt(mass_c * e * (1 + alpha * e) / C0)


threshold_np = brentq(
    lambda e: e - gap - C0 * k_nonparabolic(e)**2 / total_mass, gap, 8)
ratio_par = conserving_density(excess0, k_par) / random_k_density(excess0)
k_np = k_nonparabolic(energy0)
ratio_np = conserving_density(excess0, k_np) / random_k_density(excess0)

# --- Other neglected effects


def dos_np(e):
    return np.sqrt(e * (1 + alpha * e)) * (1 + 2 * alpha * e)


def np_sum(x):
    return triple_sum(dos_np, dos_np, np.sqrt, x)


factor_np = np_sum(excess0) / triple_sum(np.sqrt, np.sqrt, np.sqrt, excess0)
exponent_np = np.log(np_sum(1.02) / np_sum(0.98)) / np.log(1.02 / 0.98)

offset, valleys, mass_s, excess_s = 1.5, 6, 0.4, 2.0
dos_ratio = valleys * (mass_s / mass_c)**1.5


def dos_satellite(e):
    return np.sqrt(e) + dos_ratio * np.sqrt(np.maximum(e - offset, 0))


factor_sat = (triple_sum(dos_satellite, dos_satellite, np.sqrt, excess_s)
              / triple_sum(np.sqrt, np.sqrt, np.sqrt, excess_s))
sat_formula = 1 + 2 * dos_ratio * ((excess_s - offset) / excess_s)**3.5
assert abs(factor_sat / sat_formula - 1) < 1e-3

permittivity = 5.3


def coulomb_strength(e):
    return COULOMB / (permittivity * e * mass_c / C0)


coulomb0 = coulomb_strength(energy0)
coulomb_change = (coulomb_strength(gap + 1.5) / coulomb_strength(gap + 0.5))**2
step = 0.001
exponent_coulomb = np.log(
    rate(energy0 + step) * coulomb_strength(energy0 + step)**2
    / (rate(energy0 - step) * coulomb_strength(energy0 - step)**2)
) / np.log((excess0 + step) / (excess0 - step))
assert abs(exponent_coulomb - (3.5 - 2 * excess0 / energy0)) < 1e-4

heating, gap_slope = 150.0, 0.0005
gap_drop = heating * gap_slope
factor_heat = random_k_density(excess0 + gap_drop) / random_k_density(excess0)
reduced = mass_c * mass_v / (mass_c + mass_v)
field_energy = (field**2 * C0 / reduced)**(1 / 3)
factor_field = (random_k_density(excess0 + field_energy)
                / random_k_density(excess0))
tunnel_exponent = 2 * quad(
    lambda x: np.sqrt(max(gap - field * x, 0) * reduced / C0),
    0, gap / field)[0]
temperature, density_cm3 = 300.0, 1e17
kT = KB * temperature
states_c = 2 * quad(lambda e: A_c * np.sqrt(e) * np.exp(-e / kT),
                    0, 40 * kT)[0] * 1e21
blocked = density_cm3 / states_c * triple_sum(
    lambda e: np.sqrt(e) * np.exp(-e / kT), np.sqrt, np.sqrt, excess0
) / triple_sum(np.sqrt, np.sqrt, np.sqrt, excess0)

# --- Output
print(f"Gap: {gap:.2f} eV; field: {field * 10:.1f} MV/cm")
print(f"Electron, hole masses: {mass_c:.2f}, {mass_v:.2f} m0")
print(f"Cell edges a, c: {cell_a:.4f}, {cell_c:.4f} nm")
print(f"Cell volume: {cell_volume:.5f} nm^3")
print(f"Strength m: {strength:.3f} eV nm^3; spin factor: {spin_factor:.0f}")
print(f"hbar: {HBAR:.5e} eV s; hbar^2/(2 m0): {C0:.6f} eV nm^2")
print(f"A_c: {A_c:.4f}, A_v: {A_v:.4f} eV^-3/2 nm^-3")
print(f"Convolution number 2 pi/105: {2 * np.pi / 105:.6f}")
print(f"Same number from grid sum: {triple_unit / 1.3**3.5:.6f}")
print(f"Golden-rule factor (2 pi/hbar) s m^2: {golden:.4e} eV nm^6/s")
print(f"Random-k density at 1 eV excess: "
      f"{random_k_density(1.0):.4e} eV^-1 nm^-6")
for x in (0.25, 0.5, 1.0, 1.5):
    print(f"Rate at excess {x:.2f} eV (E = {gap + x:.2f} eV): "
          f"{rate(gap + x):.3e} 1/s")
print(f"Mean time at 1 eV excess: {1e12 / rate(energy0):.2f} ps")
print(f"Rate ratio, excess 1.0 to 0.5 eV: "
      f"{rate(gap + 1) / rate(gap + 0.5):.3f}")
print(f"Box edge: {box:.0f} nm; test electron masses: {aniso} m0")
print(f"Rate from counted box states, 1 eV: {rate_counted:.3e} 1/s")
print(f"Exponent from counted box states: {exponent_counted:.4f}")
print(f"Mean electron share from counting: {share:.4f} eV")
print(f"Spin factor, random / equal amplitudes: {s_random:.3f} / {s_equal:.3f}")
print(f"Zone average / random-k density: "
      f"{zone_average / random_k_density(excess0):.6f}")
print(f"Sampled / formula six-dimensional count: "
      f"{sampled / (six_dim * available0**3 / 3):.4f}")
print(f"Momentum threshold, parabolic: {threshold_par:.3f} eV")
print(f"Nonparabolicity alpha: {alpha:.4f} 1/eV")
print(f"Momentum threshold, nonparabolic initial k: {threshold_np:.3f} eV")
print(f"Initial k, parabolic / nonparabolic: {k_par:.3f} / {k_np:.3f} 1/nm")
print(f"Zone edge along c: {np.pi / cell_c:.3f} 1/nm")
print(f"Conserving/random-k rate, parabolic k, 1 eV: {ratio_par:.3f}")
print(f"Conserving/random-k rate, nonparabolic k, 1 eV: {ratio_np:.3f}")
print(f"Nonparabolic final electrons, rate factor at 1 eV: {factor_np:.3f}")
print(f"Nonparabolic local exponent at 1 eV: {exponent_np:.3f}")
print(f"Satellites: {valleys} valleys, {mass_s:.1f} m0, offset {offset:.1f} eV")
print(f"Satellite rate factor at {excess_s:.1f} eV excess: {factor_sat:.3f}")
print(f"Relative permittivity: {permittivity:.1f}")
print(f"Coulomb strength at initial k, 1 eV: {coulomb0:.4f} eV nm^3")
print(f"Chosen/Coulomb strength: {strength / coulomb0:.3f}")
print(f"Coulomb m^2 ratio, excess 1.5 to 0.5 eV: {coulomb_change:.3f}")
print(f"Local exponent with Coulomb m, 1 eV: {exponent_coulomb:.3f}")
print(f"Heating: {heating:.0f} K; gap slope: {gap_slope * 1e3:.1f} meV/K")
print(f"Gap drop: {gap_drop:.3f} eV; rate factor at old 1 eV: {factor_heat:.3f}")
print(f"Field broadening energy: {field_energy:.3f} eV")
print(f"Rate factor if excess rises by that energy: {factor_field:.3f}")
print(f"Interband tunnelling exponent: {tunnel_exponent:.1f}")
print(f"Electron density: {density_cm3:.1e} cm^-3 at {temperature:.0f} K")
print(f"Effective conduction states: {states_c:.3e} cm^-3")
print(f"Mean occupation of a final electron state: {blocked:.2e}")
print("all assertions hold")
```

It prints:

```
Gap: 3.40 eV; field: 3.0 MV/cm
Electron, hole masses: 0.20, 1.50 m0
Cell edges a, c: 0.3190, 0.5185 nm
Cell volume: 0.04569 nm^3
Strength m: 0.050 eV nm^3; spin factor: 2
hbar: 6.58212e-16 eV s; hbar^2/(2 m0): 0.038100 eV nm^2
A_c: 0.3046, A_v: 6.2574 eV^-3/2 nm^-3
Convolution number 2 pi/105: 0.059840
Same number from grid sum: 0.059841
Golden-rule factor (2 pi/hbar) s m^2: 4.7729e+13 eV nm^6/s
Random-k density at 1 eV excess: 1.5880e-03 eV^-1 nm^-6
Rate at excess 0.25 eV (E = 3.65 eV): 5.921e+08 1/s
Rate at excess 0.50 eV (E = 3.90 eV): 6.699e+09 1/s
Rate at excess 1.00 eV (E = 4.40 eV): 7.579e+10 1/s
Rate at excess 1.50 eV (E = 4.90 eV): 3.133e+11 1/s
Mean time at 1 eV excess: 13.19 ps
Rate ratio, excess 1.0 to 0.5 eV: 11.314
Box edge: 60 nm; test electron masses: (0.16, 0.2, 0.25) m0
Rate from counted box states, 1 eV: 7.580e+10 1/s
Exponent from counted box states: 3.5000
Mean electron share from counting: 0.3333 eV
Spin factor, random / equal amplitudes: 1.998 / 1.000
Zone average / random-k density: 1.000000
Sampled / formula six-dimensional count: 0.9985
Momentum threshold, parabolic: 3.800 eV
Nonparabolicity alpha: 0.1882 1/eV
Momentum threshold, nonparabolic initial k: 4.189 eV
Initial k, parabolic / nonparabolic: 4.806 / 6.498 1/nm
Zone edge along c: 6.059 1/nm
Conserving/random-k rate, parabolic k, 1 eV: 4.640
Conserving/random-k rate, nonparabolic k, 1 eV: 0.378
Nonparabolic final electrons, rate factor at 1 eV: 1.344
Nonparabolic local exponent at 1 eV: 3.779
Satellites: 6 valleys, 0.4 m0, offset 1.5 eV
Satellite rate factor at 2.0 eV excess: 1.265
Relative permittivity: 5.3
Coulomb strength at initial k, 1 eV: 0.1478 eV nm^3
Chosen/Coulomb strength: 0.338
Coulomb m^2 ratio, excess 1.5 to 0.5 eV: 0.633
Local exponent with Coulomb m, 1 eV: 3.045
Heating: 150 K; gap slope: 0.5 meV/K
Gap drop: 0.075 eV; rate factor at old 1 eV: 1.288
Field broadening energy: 0.269 eV
Rate factor if excess rises by that energy: 2.301
Interband tunnelling exponent: 60.0
Electron density: 1.0e+17 cm^-3 at 300 K
Effective conduction states: 2.244e+18 cm^-3
Mean occupation of a final electron state: 9.96e-04
all assertions hold
```
